# Why the intrinsic spin-orbit gap of flat graphene is tens of micro-eV

Near a carbon nucleus the spin-orbit operator is $\xi\,\mathbf L\cdot\mathbf S$, and for the 2p shell the one-electron operator used here gives $\xi_p$ between 5 and 6 meV (5.65 meV in the calculation below). All other energies in the bands of graphene are of order eV, so the splitting $\Delta$ of the Dirac point is a power series in $\xi$. Its first term has the form $w\,\xi$ with a dimensionless $w$, and its second has the form $\xi^2/E$ with $E$ a band energy. With $E$ of a few tens of eV the second term is about 1 μeV. The first would be several meV if $w$ were of order one. Symmetry sets $w$ to zero for the p orbitals. The lowest angular component it allows to contribute is $l=2$, and the weight of that component turns out to be about a percent. "First" and "second" order count powers of the spin-orbit coupling throughout.

## What symmetry fixes

In atomic units, with $\alpha$ the fine-structure constant, $V$ the one-electron potential and $\mathbf S$ the spin with $S_z=\pm\tfrac12$,

$$H_{SO}=\mathbf h\cdot\mathbf S=h_zS_z+\tfrac12(h_+S_-+h_-S_+),\qquad \mathbf h=\frac{\alpha^2}{2}\nabla V\times\mathbf p ,$$

with $h_\pm=h_x\pm ih_y$. For spherical $V$, $\nabla V=\mathbf r\,V'/r$, so $\mathbf h=\xi(r)\mathbf L$ with $\xi(r)=\alpha^2V'/(2r)$.

**Mirror.** In the flat sheet $V$ is even under $z\to-z$. Then $\partial_xV$, $\partial_yV$, $p_x$, $p_y$ are even and $\partial_zV$, $p_z$ are odd. Hence $h_z\propto\partial_xV\,p_y-\partial_yV\,p_x$ is even, while $h_x\propto\partial_yV\,p_z-\partial_zV\,p_y$ and likewise $h_y$ are odd. The Dirac states are odd ($\pi$). The operator $h_z$ acts within the $\pi$ states, and $h_\pm$ takes a $\pi$ state to an even ($\sigma$) state while flipping the spin. The $\sigma$–$\pi$ coupling therefore has no matrix element between Dirac states and first appears at second order. An atomic component $Y_{lm}$ has mirror parity $(-1)^{l+m}$, so a $\pi$ state contains only $l+m$ odd.

**Threefold rotation.** Let $a$ be the lattice constant and $d=a/\sqrt3$ the bond length. The bonds $\boldsymbol\delta$ from an A atom to its B neighbours point along $\theta=30^\circ,150^\circ,270^\circ$, and $\mathbf K=(4\pi/3a,0)$. The $x$ components of the bonds are $a/2,-a/2,0$, so $\mathbf K\cdot\boldsymbol\delta=2\pi/3,-2\pi/3,0$, which in all three cases gives

$$e^{i\mathbf K\cdot\boldsymbol\delta}=e^{i(\theta-270^\circ)}=i\,e^{i\theta}.$$

Take the Bloch sum $\psi=\sum_{\mathbf R}e^{i\mathbf K\cdot\mathbf R}\chi(\mathbf r-\mathbf R)$ over the B sites, measured from an A atom, of an orbital $\chi\propto e^{im_B\varphi}$. A rotation by $120^\circ$ about A sends $\mathbf K$ to $\mathbf K+\mathbf G$, and $e^{i\mathbf G\cdot\mathbf R}$ is the same on all sites of one sublattice, so $\psi$ is multiplied by a constant, which can be read from the three nearest sites. The site at $\theta$ receives the coefficient that stood at $\theta-120^\circ$, a factor $e^{-2\pi i/3}$, and each orbital turns about its own centre, a factor $e^{-2\pi im_B/3}$. A function $e^{im\varphi}$ about A acquires $e^{-2\pi im/3}$. Therefore the Bloch sum contains about A only

$$m\equiv m_B+1\pmod 3 .$$

The Hamiltonian commutes with the rotation, so the states at $\mathbf K$ fall into three classes, labelled by $m$ mod 3 about A. Let $|B\rangle$ be the Dirac state in the class of $p_z$ on B ($m_B=0$). It has $m\equiv0$ about B and $m\equiv1$ about A. With $l+m$ odd, its components about B are $p_0,f_0,g_{\pm3},\dots$ and about A are $d_{+1},f_{-2},g_{+1},\dots$. Its whole $l=1$ content is $p_0$, for which $L_z=0$. The lowest component with angular momentum is $d_{+1}$ on the sublattice where the $p_z$ amplitude vanishes. The other Dirac state $|A\rangle$ contains $p_z$ on A and belongs to the class $m\equiv0$.

**Inversion times time reversal.** Inversion through a hexagon centre exchanges A and B and sends $\mathbf K\to-\mathbf K$; time reversal restores $\mathbf K$ and flips the spin. The product maps $|B\uparrow\rangle$ to $|A\downarrow\rangle$ and $|B\downarrow\rangle$ to $|A\uparrow\rangle$, so these energies are pairwise equal. The four states do not mix at any order in $H_{SO}$, because $H_{SO}$ commutes with the mirror and the rotation acting on orbit and spin together. The mirror multiplies up and down spinors by $-i$ and $+i$, which separates $\pi\uparrow$ from $\pi\downarrow$, and the rotation separates $A$ from $B$ at equal spin. One number describes the splitting,

$$\Delta=E(B\uparrow)-E(B\downarrow).$$

At $\mathbf K+\mathbf q$ the terms linear in $q_x\pm iq_y$ change $m$ by one unit, so they connect $A$ with $B$ and have no diagonal element. For each spin the matrix has $\pm\Delta/2$ on the diagonal and modulus $\hbar vq$ off it, and the energies are $\pm\sqrt{(\hbar vq)^2+\Delta^2/4}$ to this order in $q$. The gap is $|\Delta|$.

Perturbation theory gives $\Delta=\Delta_1+\Delta_2+O(\xi^3)$. At first order $E(B\uparrow,\downarrow)$ shifts by $\pm\tfrac12\langle B|h_z|B\rangle$, so $\Delta_1=\langle B|h_z|B\rangle$. At second order the term $h_zS_z$ gives $\tfrac14\sum_n|\langle n|h_z|B\rangle|^2/(E_D-E_n)$ for either spin, with $E_D$ the Dirac energy, and cancels in $\Delta$. The spin-flip terms leave

$$\Delta_2=\frac14\sum_{n\in\sigma}\frac{|\langle n|h_+|B\rangle|^2-|\langle n|h_-|B\rangle|^2}{E_D-E_n}.$$

## A solvable model

Each atom carries orthonormal orbitals $s,p_x,p_y,p_z,d_{xz},d_{yz}$ with energies $\varepsilon_s=-D$, $\varepsilon_p=0$, $\varepsilon_d=E_d$. Hopping is between nearest neighbours, of two-centre Slater–Koster form. For an in-plane unit vector $\mathbf n=(\cos\theta,\sin\theta)$ from A to B, and $a,b\in\{x,y\}$,

$$\langle s_A|H|p_{aB}\rangle=n_aV_{sp},\qquad \langle d_{az,A}|H|p_{zB}\rangle=-n_aV_{pd},$$

$$\langle p_{aA}|H|p_{bB}\rangle=V_{pp\pi}\delta_{ab}+(V_{pp\sigma}-V_{pp\pi})n_an_b ,$$

where $V_{sp}\equiv V_{sp\sigma}$ and $V_{pd}\equiv V_{pd\pi}$. The model also has $V_{ss\sigma}$, the $p_z$–$p_z$ hopping $V_{pp\pi}$, and d–d hoppings $V_{dd\pi},V_{dd\delta}$. Spin-orbit coupling is on-site: $\xi_p\mathbf L\cdot\mathbf S$ in the p shell and $\xi_dL_zS_z$ for the two d orbitals. The eigenfunctions of $L_z$ are $p_\pm=\mp(p_x\pm ip_y)/\sqrt2$ and $d_{\pm1}=\mp(d_{xz}\pm id_{yz})/\sqrt2$.

Every A–B matrix element at $\mathbf K$ is a sum over bonds of $ie^{i\theta}$ times a factor $e^{in\theta}$. The three angles differ by $120^\circ$, so

$$\Sigma_n=i\sum_\theta e^{i(n+1)\theta}$$

vanishes unless $n+1\equiv0$ mod 3. The cases needed are $\Sigma_{-1}=3i$ and $\Sigma_2=3i\,e^{i90^\circ}=-3$. Since $\Sigma_0=0$, the hoppings $s$–$s$ and $p_z$–$p_z$ drop out. Sorting the twelve Bloch sums by class and mirror parity gives six blocks of two orbitals.

| class about A | odd | even |
|---|---|---|
| $m\equiv1$ | $p_{zB},\ d_{+1,A}$ | $s_B,\ p_{+A}$ |
| $m\equiv0$ | $p_{zA},\ d_{-1,B}$ | $s_A,\ p_{-B}$ |
| $m\equiv-1$ | $d_{-1,A},\ d_{+1,B}$ | $p_{-A},\ p_{+B}$ |

The d–d hoppings act only in the third odd block, which contains no Dirac state.

### The d channel

The bra of $d_{+1}$ is $-(\langle xz|-i\langle yz|)/\sqrt2$, so one bond contributes

$$\langle d_{+1,A}|H|p_{zB}\rangle_\theta=-\frac{1}{\sqrt2}(-V_{pd})(\cos\theta-i\sin\theta)=\frac{V_{pd}}{\sqrt2}e^{-i\theta}.$$

The bond sum is $V_{pd}\Sigma_{-1}/\sqrt2=3iV_{pd}/\sqrt2$, with squared modulus $U^2=\tfrac92V_{pd}^2$. The secular equation of the block is $E(E-E_d)=U^2$, and the Dirac energy is its lower root,

$$E_D=\tfrac12\Big[E_d-\sqrt{E_d^2+4U^2}\Big].$$

The d row of the eigenvalue equation gives $|c_d|\,(E_d-E_D)=U|c_p|$, and with $|c_p|^2+|c_d|^2=1$ the d weight is

$$w=\frac{U^2}{U^2+(E_d-E_D)^2}\;\to\;\frac{9V_{pd}^2}{2E_d^2}\quad(U\ll E_d).$$

In $|B\rangle$ the p part has $L_z=0$ and the d part has $L_z=+1$, so

$$\Delta_1=w\,\xi_d .$$

This is first order in $\xi_d$ and second order in the hopping ratio $V_{pd}/E_d$, which is the source of its smallness. The even d orbitals left out of the model would be reached from $d_{+1}$ by a spin flip and add a term of order $w\xi_d^2/E_d$ and, through their hopping to the $\sigma$ p orbitals, a cross term of order $w\xi_p\xi_d/E$ with $E$ a distance to the $\sigma$ levels; these are smaller than $\Delta_1$ by the factors $\xi_d/E_d$ and $\xi_p/E$. The even d orbitals also mix into the $\sigma$ states and so change the coefficient of $\xi_p^2$ in the second-order term derived next, but not its order.

### The σ–π channel

From $L_\pm p_0=\sqrt2\,p_\pm$, the term $\tfrac12\xi_pL_+S_-$ takes $p_{zB}\uparrow$ to $p_{+B}\downarrow$ with amplitude $\xi_p/\sqrt2$, and $\tfrac12\xi_pL_-S_+$ takes $p_{zB}\downarrow$ to $p_{-B}\uparrow$ with the same amplitude. The $p_z$ weight in $|B\rangle$ is $1-w$. Because $\sum_n|\langle n|\phi\rangle|^2/(E-E_n)=\langle\phi|(E-H)^{-1}|\phi\rangle$,

$$\Delta_2=(1-w)\frac{\xi_p^2}{2}\,(G_+-G_-),\qquad G_\pm=\langle p_{\pm B}|(E_D-H)^{-1}|p_{\pm B}\rangle .$$

For a block with diagonal energies $0$ and $\epsilon$ and coupling $X$, the first diagonal element of the inverse of $E-H$ is the cofactor over the determinant, $(E-\epsilon)/[E(E-\epsilon)-|X|^2]$.

The partner of $p_{-B}$ is $s_A$, with $\epsilon=-D$. One bond gives $V_{sp}(\cos\theta-i\sin\theta)/\sqrt2$, the sum is $3iV_{sp}/\sqrt2$, and

$$G_-=\frac{E_D+D}{E_D(E_D+D)-\tfrac92V_{sp}^2}.$$

The partner of $p_{+B}$ is $p_{-A}$, with $\epsilon=0$. Write the orbitals as vectors $\mathbf u_-=(1,-i)/\sqrt2$ and $\mathbf u_+=-(1,i)/\sqrt2$. Then $\mathbf u_-^*\cdot\mathbf u_+=-(1+i^2)/2=0$, which removes the $\delta_{ab}$ term, and $(\mathbf u_-^*\cdot\mathbf n)(\mathbf n\cdot\mathbf u_+)=-e^{2i\theta}/2$. The bond sum is $W=-\tfrac12\Sigma_2(V_{pp\sigma}-V_{pp\pi})=\tfrac32(V_{pp\sigma}-V_{pp\pi})$, and

$$G_+=\frac{E_D}{E_D^2-W^2}=\frac12\Big[\frac1{E_D-W}+\frac1{E_D+W}\Big].$$

For $V_{pd}=0$ one has $E_D=0$ and $w=0$. The p–p bonding and antibonding levels at $\mp W$ then push equally from below and above, $G_+=0$, while $G_-=-2D/(9V_{sp}^2)$, so

$$\Delta_2=\frac{\xi_p^2\,D}{9V_{sp}^2}.$$

The result vanishes for $D=0$, where the s–p block also has levels symmetric about zero with equal p weight. For $D>0$ the upper level of that block is closer to zero and carries more of the p weight, so $B\downarrow$ is pushed down and $\Delta_2>0$. With $\xi_d>0$ the two channels add in this model. The cancellation in $G_+$ relies on the Dirac level coinciding with the on-site energy of $p_{x,y}$, on the minimal basis and on the spin-orbit coupling being on-site; without these conditions the coefficient of $\xi_p^2$ changes but its order does not. Overlap between neighbouring orbitals alone does not spoil it: with an overlap matrix $S$ the resolvent becomes $(ES-H)^{-1}$, which at $E=0$ is $-H^{-1}$ and does not contain $S$.

### Numbers

The parameters are round values of the usual size and are not fitted: $D=9$, $V_{ss\sigma}=-7$, $V_{sp}=5.5$, $V_{pp\sigma}=5$, $V_{pp\pi}=-3$, $E_d=15$, $V_{pd}=-1$, $V_{dd\pi}=2$, $V_{dd\delta}=-0.5$, all in eV, with $\xi_p=6$ meV and $\xi_d=1$ meV. Then $U^2=4.5$ eV², $W=12$ eV, and

$$E_D=\tfrac12(15-\sqrt{243})=-0.2942\ \text{eV},\qquad w=\frac{4.5}{4.5+15.2942^2}=0.01887 .$$

The leading form $4.5/225=0.0200$ lies 6% above this $w$. The d channel gives $\Delta_1=0.01887\times1\ \text{meV}=18.9$ μeV. For the σ channel,

$$G_-=\frac{8.7058}{-0.2942\times8.7058-136.125}=-0.06277\ \text{eV}^{-1},$$

$$G_+=\frac{-0.2942}{0.0866-144}=0.00204\ \text{eV}^{-1},$$

and $\Delta_2=0.98113\times1.8\times10^{-5}\times0.06481$ eV $=1.145$ μeV. The sum, 20.019 μeV, compares with 20.020 μeV from diagonalizing the full $24\times24$ matrix. With $V_{pd}=0$ the formula gives $36\times10^{-6}\times9/(9\times30.25)$ eV $=1.1901$ μeV against 1.1907 μeV, a difference of 0.05% of the formula value. The effective denominator is $9V_{sp}^2/D\approx30$ eV. Doubling $\xi_p$ at $\xi_d=0$ gives the exponent 2.0007, and doubling $\xi_d$ at $\xi_p=0$ gives 1.0000. The numerical check also tests the formulas on twenty random parameter sets, the independence of $V_{ss\sigma}$ and the d–d hoppings, and the dispersion near $\mathbf K$.

### Why flatness matters

If the sublattices are displaced so that the bonds have a component $n_z$, the mirror is lost and the odd and even blocks of one class merge. Take $V_{pd}=0$. The hopping $(V_{pp\sigma}-V_{pp\pi})n_an_z$ couples $p_{zB}$ to $p_{+A}$. Since $\mathbf u_+^*\cdot\mathbf n=-e^{-i\theta}/\sqrt2$ to leading order in $n_z$, the bond sum has modulus $X=3(V_{pp\sigma}-V_{pp\pi})n_z/\sqrt2$. The amplitude on $p_{+A}$ is $X$ times the resolvent element of the block $\{s_B,p_{+A}\}$, which at $E=0$ is again $-2D/(9V_{sp}^2)$. Without the mirror the spin-flip terms could act among the four Dirac states, and the rotation allows them only between $B\downarrow$ and $A\uparrow$. These two states are partners under inversion times time reversal, which survives the displacement and squares to $-1$, so their $2\times2$ matrix is a multiple of the identity and the coupling vanishes. The weight of $p_{+A}$, with $L_z=+1$, produces a first-order gap

$$\Delta\approx\xi_p\,\frac{2D^2(V_{pp\sigma}-V_{pp\pi})^2}{9V_{sp}^4}\,n_z^2 .$$

For $n_z=0.1$ the weight is $2\times81\times64\times0.01/(9\times915.1)=0.0126$, giving 76 μeV. Diagonalization gives 70.4 μeV; the estimate, which omits normalization and the level shift as higher order in $n_z$ and also the second-order term of about 1 μeV, is 7% above it. The exponent in $\xi_p$, tested at small coupling, is 1.0004.

## What d character means in the real crystal

The selection rule concerns angular momentum about a nucleus and does not require atomic d orbitals. Write the $p_z$ orbital on a B neighbour as $z\,g(|\mathbf r-\boldsymbol\delta|)$ and expand near A: $g\approx g(d)-g'(d)\,\mathbf n\cdot\mathbf r$. The constant term sums to $\Sigma_0=0$. With $\mathbf n\cdot\mathbf r=\tfrac12\rho(e^{i\varphi}e^{-i\theta}+e^{-i\varphi}e^{i\theta})$, where $\rho e^{i\varphi}=x+iy$, only $\Sigma_{-1}$ survives:

$$\psi_B\approx-\frac{3i}{2}\,g'(d)\,z(x+iy).$$

The tails of the three neighbours already form a $d_{+1}$ function about A. A model with one-centre spin-orbit integrals assigns this effect to explicit d orbitals, whereas a basis of s and p functions captures part of it through multi-centre integrals.

Those integrals follow from an integration by parts. With $\mathbf p=-i\nabla$, and $\epsilon_{cab}\partial_a\partial_b=0$ removing the second term of the product rule,

$$\langle i|h_c|j\rangle=-\frac{i\alpha^2}{2}\int\phi_i^*\,\epsilon_{cab}\,\partial_aV\,\partial_b\phi_j=\frac{i\alpha^2}{2}\int V\,(\nabla\phi_i^*\times\nabla\phi_j)_c .$$

The surface term cancels between opposite cell faces for Bloch functions of equal $\mathbf K$, and vanishes at a nucleus because $V\sim1/r$ while the surface shrinks as $r^2$. To resolve $\Delta_1$ by angular momentum, expand $|B\rangle=\sum f_{lm}(r)Y_{lm}$ in a sphere of radius $R$ around each atom and use the spherical average of $V$ for $\xi(r)$:

$$\Delta_1^{(l)}=\sum_{\text{A,B}}\sum_m m\int_0^R|f_{lm}|^2\,\xi(r)\,r^2dr .$$

For $l=2$, $f\propto r^2$ at small $r$ and $\xi=\alpha^2Z_{\rm eff}(r)/(2r^3)$, which defines $Z_{\rm eff}=r^2V'$. The integrand goes as $r^3Z_{\rm eff}(r)$. It vanishes at the nucleus, where $\xi(r)$ is largest, and collects its weight farther out. The d contribution therefore depends on $R$, and nothing confines $\Delta_1$ to the spheres.

## An all-electron calculation

The calculation treats graphene at $a=2.46$ Å in the local density approximation (Slater exchange, VWN correlation), without self-consistency: the potential is that of the Harris functional, built from the superposed densities of spherical neutral carbon atoms. The basis is Bloch sums of cc-pVTZ functions at $\mathbf K$, and $\mathbf h$ uses this Kohn–Sham potential in all space, without spin–other-orbit terms. In this basis the free atom has $\varepsilon_{2p}-\varepsilon_{2s}=8.23$ eV and $\xi_{2p}=5.65$ meV; a nearly complete set of radial functions gives 8.21 eV and 5.92 meV. Integrals are done on a grid whose overlap and kinetic matrices differ from analytic lattice sums by at most $1.9\times10^{-5}$ and $2.2\times10^{-5}$ Ha. The latter exceeds the gap, but the grid has the rotation, mirror and inversion symmetries, so such errors cannot split the Dirac pair, and its degeneracy without $H_{SO}$ is tested. The gap in μeV, for the basis truncated at successive $l$, is

| basis | $\Delta_1$ | $\Delta_2$ | diagonalization |
|---|---|---|---|
| sp | 20.94 | 0.98 | 21.93 |
| spd | 48.06 | 0.96 | 49.02 |
| spdf | 44.64 | 0.98 | 45.62 |

In each row the two orders reproduce the diagonalization to about 0.002 μeV, and both are positive, as in the model. The σ–π term is close to 1 μeV and changes by less than 0.03 μeV between the rows, which share the same s and p functions. The sp basis already gives $\Delta_1=21$ μeV, all of it from multi-centre integrals, because one-centre integrals between $p_z$ functions vanish. Adding d functions more than doubles $\Delta_1$, and adding f functions lowers it by 3.4 μeV, 7% of the spd value. About a third of that drop is the growth of the $f_{-2}$ channel in the spheres defined below, from $-2.4$ to $-3.7$ μeV, and more than half of it lies outside the spheres. The radial basis is not converged to the digits shown: with the same potential, cc-pVQZ functions give a gap of 46.6 μeV, and cc-pVQZ with added tight p and d functions gives $\Delta_1=46.3$, $\Delta_2=1.15$ and a gap of 47.4 μeV, about 2 μeV above the spdf row.

For touching spheres, $R=0.710$ Å, and the spdf states, components forbidden by the selection rules are tested to have weight below $10^{-8}$, and the $l=1$ channel is zero. The $d_{+1}$ weight is 0.01324 and the average of $\xi(r)$ over it is 2.053 meV, so

$$\Delta_1^{(2)}=0.01324\times2.053\ \text{meV}=27.2\ \mu\text{eV},$$

which is the product $w\,\xi_d$ of the model with both factors computed. The $f_{-2}$ component has weight 0.00132 and gives $-3.67$ μeV, negative because $m=-2$. The channels $l=4,5,6$ add 0.15, 0.02 and $-0.01$ μeV. The spheres together give 23.7 μeV.

The remainder, $44.64-23.66=20.98$ μeV, is nearly as large. It contains the region outside the spheres, the non-spherical part of the potential inside them and $l>6$, which the calculation does not separate. The d channel in the spheres is thus 61% of $\Delta_1$. The spherical operator inside touching spheres gives 24 μeV, while the same wave function with the full operator in all space gives 45 μeV. The sphere value belongs to one radius and to a potential that is not self-consistent. The comparison shows that the size of $\Delta_1$ is not fixed by symmetry or by the mechanism, and that restricting the operator to its spherical average inside the spheres changes $\Delta_1$ by almost a factor of two in this calculation.

The second-order term agrees with the model in size but not in its parts. The model shifts are $(1-w)\xi_p^2G_\pm/2=+0.04$ μeV for $B\uparrow$ and $-1.11$ μeV for $B\downarrow$. The all-electron shifts are $-2.12$ and $-3.09$ μeV, with difference 0.98 μeV. The difference is comparable to $\xi_{2p}^2/(2\times13\ \text{eV})=1.2$ μeV, the scale set by the nearest σ levels, which lie at $-13.4$ eV (twice), $-11.6$ eV, $13.3$ eV (twice) and $15.2$ eV relative to $E_D$. In the model the two levels of an s–p block sum to $-D=-9$ eV, whereas the two computed doublets are nearly symmetric about $E_D$, so the model's two-level blocks of orthogonal orbitals are not a quantitative picture of this spectrum. The minimal basis also lacks the higher states of p character, which both spins reach with similar strength. In the free atom the corresponding second-order sum over higher p states is $-2.0$ μeV with the cc-pVTZ functions and about $-4.4$ μeV with a nearly complete set of radial functions. Such states therefore add a common downward shift. Its size in the crystal is not separated here from the other differences between the model and the calculation, and the two separate shifts are not converged. The common part largely cancels in their difference, which alone enters $\Delta$, but not entirely: adding tight p functions to the sp basis raises the difference by about 0.1 μeV, and by about 0.2 μeV when the inner p contraction is freed as well.

In the cc-pVTZ basis the gap is 46 μeV, or 0.53 K, which is 0.8% of the atomic $\xi_{2p}$, and the ratio $\Delta_1/\Delta_2$ is 46. In the largest basis quoted above the gap is 47 μeV and the ratio is about 40, and both values belong to a potential that is not self-consistent. The numerical check follows.

## Calculated quantities

```
model (eV): Dsp=9 Vss=-7 Vsp=5.5 Vpps=5 Vppp=-3 Ed=15 Vpd=-1 Vddp=2 Vddd=-0.5
model xi_p = 6 meV, xi_d = 1 meV
U^2 = 4.500 eV^2, W = 12.00 eV, ED = -0.2942 eV
w = 0.01887, leading w = 0.02000
G- = -0.06277 1/eV, G+ = 0.00204 1/eV
model D1 = 18.875 ueV, D2 = 1.145 ueV, sum = 20.019 ueV
model gap by diagonalization = 20.020 ueV
no p-d hopping: formula 1.1901 ueV, diagonalization 1.1907 ueV
exponents: xi_p flat 2.0007, xi_d flat 1.0000, xi_p buckled 1.0004
buckled (n_z = 0.1, sp only) gap = 70.37 ueV
LDA atom: eps_2p-eps_2s = 8.229 eV, xi_2p = 5.646 meV
graphene a = 2.46 A; grid vs analytic: S 1.9e-05, T 2.2e-05 Ha
sp: D1 = 20.943, D2 = 0.984, exact gap = 21.929 ueV
spd: D1 = 48.062, D2 = 0.961, exact gap = 49.024 ueV
spdf: D1 = 44.638, D2 = 0.976, exact gap = 45.615 ueV
spdf sigma-pi shifts: B up -2.118 ueV, B down -3.094 ueV
spdf sigma levels - ED (eV): -13.43 -13.43 -11.58 13.27 13.27 15.24
sphere radius = 0.710 A
sphere weights: p0 0.4772, d+1 0.01324, f-2 0.00132
sphere-averaged xi: p 14.205 meV, d 2.053 meV
D1 in spheres, l = 1: 0.000 ueV
D1 in spheres, l = 2: 27.165 ueV
D1 in spheres, l = 3: -3.668 ueV
D1 in spheres, l = 4: 0.150 ueV
D1 in spheres, l = 5: 0.020 ueV
D1 in spheres, l = 6: -0.010 ueV
D1 in spheres, all l = 23.656 ueV; remainder = 20.982 ueV
d share of D1 = 0.609; D1/D2 = 45.7; gap/xi_2p = 0.00808
final gap = 45.62 ueV = 0.529 K
```
